# Critical volume of a ferroelectric nucleus from its rate's field dependence

**Data and conventions.** A uniaxial ferroelectric is held at 300 K with its polarization opposed to a uniform field $E$. Domains of the opposite polarization nucleate at a steady rate $J$. The natural logarithm of $J$ rises by 10 per MV/m, which is 1 per kV/cm, and the spontaneous polarization is $P=0.26\ \mathrm{C/m^2}$ (26 µC/cm²). $E$ is the local field inside the crystal, counted positive along the new polarization. Reversal is through 180°. Where a field value is needed, take 50 kV/cm, that is $5\times10^6$ V/m.

## Part (a)

*At fixed field, how much free energy per unit volume is gained by reversing the polarization? State what happens to the dielectric response, and estimate the leading correction for a quartic Landau energy with relative permittivity 150 along the polar axis.*

**Answer.** With the electrodes held at fixed voltage, the work done by the source is included in the free-energy density
$$g(p;E)=f(p)-Ep ,$$
where $p$ is the polarization along the field and $f$ is even in $p$. The new domain sits at the minimum $p_+>0$, the old one at the metastable minimum $p_-<0$. In each, $f'(p_\pm)=E$, so
$$\frac{dg_\pm}{dE}=\left[f'(p_\pm)-E\right]\frac{dp_\pm}{dE}-p_\pm=-p_\pm .$$
The gain $\Delta g=g_--g_+$ therefore obeys
$$\frac{d\Delta g}{dE}=p_+-p_- .$$
It vanishes at $E=0$ because $f$ is even. The linear response adds the same amount to $p_+$ and $p_-$ and cancels in the difference. To this order $p_+-p_-=2P$ and $\Delta g=2PE$. The factor 2 appears because the polarization changes from $-P$ to $+P$.

For the correction, take $f=-\tfrac12ap^2+\tfrac14bp^4$, so that $P^2=a/b$. Write $p_\pm=\pm P+\delta_\pm$. At $\pm P$ the derivatives are $f''=-a+3bP^2=2a$ and $f'''=\pm6bP$, so to second order
$$2a\,\delta_\pm\pm3bP\,\delta_\pm^2=E .$$
The first-order solution is $\delta=E/2a$. Putting it into the quadratic term and using $b=a/P^2$ gives
$$\delta_\pm=\frac{E}{2a}\mp\frac{3}{2P}\left(\frac{E}{2a}\right)^2 ,\qquad p_+-p_-=2P\left[1-\frac{3}{2P^2}\left(\frac{E}{2a}\right)^2\right].$$
Here $E/2a=\varepsilon_0(150-1)E=6.6\times10^{-3}\ \mathrm{C/m^2}$, which is 2.5 % of $P$. The contrast is thus about 0.1 % below $2P$. This correction grows as $E^2$, so integrating over the field leaves one third of it in the energy gain: $\Delta g$ is about 0.03 % below $2PE$. Both corrections may be ignored at this field. Near the field at which the old domain loses its stability the expansion fails.

## Part (b)

*Show how the work of forming the critical nucleus varies with field, without assuming a shape.*

**Answer.** Describe the nucleus by coordinates $x_1,x_2,\dots$ that fix its size and shape. Its work of formation is
$$G(x;E)=W(x)-2PE\,V(x).$$
$W$ contains the energy of the domain wall, of the depolarizing field and of elastic strain. The assumption is that $W$ does not depend explicitly on $E$. The critical nucleus $x^*$ is the saddle point of $G$, where $\partial G/\partial x_i=0$ for every $i$. Its coordinates move with the field, yet
$$\frac{dG^*}{dE}=\sum_i\left.\frac{\partial G}{\partial x_i}\right|_{x^*}\frac{dx_i^*}{dE}+\left.\frac{\partial G}{\partial E}\right|_{x^*}=-2PV^* ,$$
because every term of the sum vanishes. Energies that are hard to calculate do not enter the slope of the barrier, although they help to decide what $V^*$ is.

Two conditions deserve notice. The saddle must move smoothly with $E$; if another kind of nucleus takes over at some field, $V^*$ jumps there, so the barrier has a kink and its slope is discontinuous. Secondly, if the wall is diffuse, the nucleus has no sharp volume. The derivative $-\partial G/\partial E$ is then its total change of dipole moment, and $V^*$ means that moment divided by $2P$.

## Part (c)

*Infer the critical volume from the data. How would the answer change if the stated logarithm were decadic, or if the local field were a fraction $\kappa$ of the applied field?*

**Answer.** Write $J=K\exp(-G^*/kT)$. At fixed temperature, part (b) gives
$$\frac{d\ln J}{dE}=\frac{2PV^*}{kT}+\frac{d\ln K}{dE}.$$
If the prefactor $K$ varies slowly enough for the last term to be dropped,
$$V^*=\frac{kT}{2P}\,\frac{d\ln J}{dE}.$$
With $kT=4.142\times10^{-21}$ J and a slope of $10^{-5}$ m/V,
$$V^*=\frac{4.142\times10^{-21}\times10^{-5}}{2\times0.26}\ \mathrm{m^3}=7.97\times10^{-26}\ \mathrm{m^3}\approx80\ \mathrm{nm^3}.$$
The units agree, since J/V is a coulomb. For a cubic cell of edge 0.4 nm, this is about 1245 cells. Part (d) assumes that a nucleus of this size can be described by a volume and a sharp surface.

A decadic slope must be multiplied by $\ln10$, and the volume would be 183 nm³. Using $P$ where $2P$ belongs would give 159 nm³.

If $E=\kappa E_{\rm app}$ with constant $\kappa$, then $d/dE=\kappa^{-1}d/dE_{\rm app}$, and a slope measured against the applied field gives a volume larger by $1/\kappa$. For $\kappa=0.8$ this is an increase of 25 %, to about 100 nm³. A constant internal field leaves the conversion from slope to volume unchanged, but the volume then belongs to the total local field, not to the applied field alone.

## Part (d)

*Suppose first that the nucleus is a sphere whose polarization charge is fully compensated, with isotropic wall energy $s$ per unit area. Find the radius, wall energy and barrier at 50 kV/cm. Then find the barrier for a compensated cylinder that spans a film of thickness $h$ and has the same critical volume at the same field.*

**Answer.** For the sphere,
$$G(r)=4\pi r^2s-\frac{8\pi}{3}PE\,r^3,\qquad \frac{dG}{dr}=8\pi r\,(s-PE\,r)=0 .$$
Hence $r^*=s/(PE)$. Substituting $s=PE\,r^*$,
$$G^*=4\pi PE\,r^{*3}\left(1-\frac23\right)=PE\,V^* .$$
Since $V^*=4\pi s^3/(3P^3E^3)$, at fixed $s$ the volume varies as $E^{-3}$ and the barrier as $E^{-2}$. Then $dG^*/dE=-2G^*/E=-2PV^*$, as part (b) requires.

The numbers are
$$r^*=\left(\frac{3\times79.65}{4\pi}\right)^{1/3}\mathrm{nm}=2.67\ \mathrm{nm},$$
$$s=0.26\times5\times10^6\times2.67\times10^{-9}\ \mathrm{J/m^2}=3.47\ \mathrm{mJ/m^2},$$
$$G^*=0.26\times5\times10^6\times7.965\times10^{-26}\ \mathrm{J}=0.646\ \mathrm{eV}=25\,kT .$$

For the cylinder only the side wall is counted:
$$G(R)=2\pi Rhs-2\pi PE\,R^2h,\qquad \frac{dG}{dR}=2\pi h\,(s-2PE\,R)=0 .$$
With $s=2PE\,R^*$ the barrier is
$$G^*=4\pi PE\,R^{*2}h-2\pi PE\,R^{*2}h=2PE\,V^* .$$
At the same volume and field it is $50\,kT$, twice that of the sphere. Here the radius is the only coordinate. If the wall energy is isotropic, a cylinder with $h>\pi R^*$ can lower its energy by bulging at one end and thinning at the other. At this volume that happens above $h=(\pi V^*)^{1/3}\approx6.3$ nm. A more compact nucleus can have a lower barrier even earlier. A hemisphere resting on one electrode, again with only the wall counted, has critical radius $s/(PE)=2R^*$ and half the barrier of the full sphere, $\tfrac{16\pi}{3}PE\,R^{*3}$. This is $8R^*/(3h)$ times the barrier of the cylinder, and it is the lower of the two once $h>8R^*/3$, which at this volume means above about 5.6 nm. The cylinder is therefore a model for films of a few nanometres.

The barriers of the two models have the same slope at this field but very different heights. The slope measures a volume. Integrating it over a range of fields gives only the change in the barrier; the barrier itself needs a model or a separate value of $K$.

## Part (e)

*For the compensated sphere, obtain the prefactor from growth by single cells. How large is the term dropped in part (c)?*

**Answer.** Let $p_n$ be the occupation of nuclei with $n$ cells, $f_n$ the rate of the step $n\to n+1$, and $b_{n+1}$ that of the reverse step. In the steady state the same net current flows through every step:
$$J=f_np_n-b_{n+1}p_{n+1}.$$
Let $c_n=e^{-G_n/kT}$, with $G_0=0$. Detailed balance requires $f_nc_n=b_{n+1}c_{n+1}$, so
$$\frac{J}{f_nc_n}=\frac{p_n}{c_n}-\frac{p_{n+1}}{c_{n+1}} .$$
Sum over $n$ from 0 to $N-1$. The right side telescopes. Holding $p_0=1$ and removing nuclei at a size $N$ far above critical, so that $p_N=0$, gives
$$J=\left[\sum_{n=0}^{N-1}\frac{e^{G_n/kT}}{f_n}\right]^{-1}.$$
Sizes near the top of the barrier dominate the sum. There $G_n\approx G^*-\tfrac12|G''|(n-n^*)^2$ and $f_n\approx f^*$. Replacing the sum by a Gaussian integral,
$$J\approx f^*Z\,e^{-G^*/kT},\qquad Z=\sqrt{\frac{|G''|}{2\pi kT}},$$
so $K=f^*Z$, where $Z$ is the Zeldovich factor.

For a sphere of $n$ cells, $G=An^{2/3}-Bn$, with $A$ independent of field and $B\propto E$. Therefore $|G''|=\tfrac29An^{-4/3}$. At the critical size $n^*\propto E^{-3}$, hence $|G''|\propto E^4$ and $Z\propto E^2$. Two attachment laws may be compared.

- If cells attach in proportion to the surface, $f^*\propto n^{*2/3}\propto E^{-2}$. The field dependences of $f^*$ and $Z$ cancel at this order.
- If attachment does not depend on size, $K\propto E^2$ and $d\ln K/dE=2/E=0.04$ per kV/cm.

The steady equations for $p_n$ were also solved numerically as a linear system, without the Gaussian approximation. The forward and backward rates shared the energy change of each step equally. The slope at 50 kV/cm was 0.9998 per kV/cm for surface attachment and 1.0400 per kV/cm for constant attachment. Dropping the prefactor term would turn these slopes into 79.6 and 82.8 nm³, while the critical volume put into the model was 79.65 nm³. The neglected term thus raises the inferred volume by 4 % in the second case and hardly at all in the first.

If the elementary attempt rate itself depends on field, its logarithmic derivative must be added to $d\ln K/dE$. The estimates above do not cover that case.

## Part (f)

*Suppose the rise of 10 was measured as a difference between 45 and 55 kV/cm. What volume does it give for the compensated sphere?*

**Answer.** Apart from the prefactor, integrating the result of part (c) gives
$$\ln\frac{J(E_2)}{J(E_1)}=\frac{2P}{kT}\int_{E_1}^{E_2}V^*(E)\,dE .$$
A finite difference therefore yields the mean of $V^*$ over the window. For the sphere of part (d), at fixed $s$, the critical volume falls from 109 nm³ at 45 kV/cm to 60 nm³ at 55 kV/cm, so the difference between the mean and the value at the centre has to be calculated.

Let the window run from $E-w$ to $E+w$, and write $G^*=C/E^2$. The mean slope of $-G^*$ is
$$\frac{C}{2w}\left[\frac1{(E-w)^2}-\frac1{(E+w)^2}\right]=\frac{C}{2w}\,\frac{4Ew}{(E^2-w^2)^2}=\frac{2CE}{(E^2-w^2)^2}.$$
The local slope at the centre is $2C/E^3$. Their ratio is
$$\frac{E^4}{(E^2-w^2)^2}=\frac1{(1-w^2/E^2)^2}=\frac1{0.99^2}=1.020 .$$
The numerical solution with surface attachment gives a rise of 10.20 across the window, 2.0 % more than its local slope predicts. A measured rise of 10 then corresponds to a volume at the centre of $79.65/1.020\approx78$ nm³. The opposite changes at the two ends nearly cancel in the mean.

## Part (g)

*Now remove the charge compensation. Take relative permittivities $\varepsilon_c=150$ along the polar axis and $\varepsilon_a=4000$ across it. Can the sphere of part (d) still be critical at 50 kV/cm? What changes if the nucleus may be a spheroid elongated along the polar axis?*

**Answer.** Treat both domains as linear dielectrics with the same permittivities, and let the electrodes be far away. The polarization step $2P$ leaves charge on the boundary. In Fourier space the charge is proportional to $2Pk_z\chi_{\mathbf k}$, where $\chi_{\mathbf k}$ is the transform of the function equal to 1 inside the nucleus and 0 outside. The self-energy is
$$U=\frac{(2P)^2}{2\varepsilon_0}\int\frac{d^3k}{(2\pi)^3}\,\frac{k_z^2\,|\chi_{\mathbf k}|^2}{\varepsilon_ak_\perp^2+\varepsilon_ck_z^2}.$$
For a spheroid of length-to-width ratio $q$, $|\chi_{\mathbf k}|$ depends on the length of the vector $(\mathbf k_\perp,qk_z)$ alone. Averaging over the directions of that vector, with $t$ the cosine of its angle to the axis, and using $\int d^3k\,|\chi_{\mathbf k}|^2/(2\pi)^3=V$, gives
$$u=\frac UV=\frac{(2P)^2}{2\varepsilon_0\varepsilon_c}N,\qquad N=\int_0^1\frac{t^2\,dt}{t^2+q'^2(1-t^2)},\qquad q'=q\sqrt{\frac{\varepsilon_a}{\varepsilon_c}} .$$
Set $\eta^2=1-1/q'^2$. The denominator is $q'^2(1-\eta^2t^2)$, and division of the integrand gives
$$N=\frac1{q'^2\eta^2}\int_0^1\left[\frac1{1-\eta^2t^2}-1\right]dt=\frac1{q'^2\eta^2}\left(\frac{\operatorname{artanh}\eta}{\eta}-1\right).$$

For the sphere, $q=1$, $q'=5.16$ and $N=0.053$. The depolarization energy at 79.65 nm³ is 2.70 eV, while the field supplies $2PEV=1.29$ eV. Both are proportional to volume, so the net volume term is positive at every size. In this linear model an uncompensated sphere has no critical size at this field. The depolarizing field inside it is about 210 kV/cm, more than half the 380 kV/cm at which the quartic model of part (a) loses stability, so its energy is only an estimate. In the elongated nucleus found below, the field inside is only about 21 kV/cm. At the surface of its charged tips the polarization step $2P$ raises the field of the linear model to nearly $2P/(\varepsilon_0\varepsilon_c)\approx3900$ kV/cm. This peak is much narrower than a unit cell: 0.4 nm from the tip the same model gives only about 100 kV/cm. A sharp boundary in a continuous medium has no clear meaning on so small a scale, so the results for the spheroid are estimates too.

Elongation lowers $N$. Let $\Sigma(q)$ be the surface area of a spheroid of unit volume, and let $D(q)=2PE-u(q)$. Then
$$G=s\Sigma V^{2/3}-DV,\qquad \frac{\partial G}{\partial V}=\frac23s\Sigma V^{-1/3}-D=0 .$$
For $D>0$ this gives
$$V=\left(\frac{2s\Sigma}{3D}\right)^3,\qquad G=\frac32DV-DV=\frac12DV=\frac{4s^3\Sigma^3}{27D^2}.$$
Among spheroids, the saddle is the minimum of this last expression over $q$. With the field and $s=3.47$ mJ/m² held fixed, the numerical minimum lies at $q=4.4$, with $V^*=372$ nm³ and $G^*=2.38$ eV, or $92\,kT$. The rate slope from the barrier would be 4.67 per kV/cm instead of 1. Part (b) still holds: differentiating the numerical barrier with respect to field reproduced $-2PV^*$ to within one part in $10^4$.

The observed slope therefore excludes this particular combination of shape model and wall energy. It does not exclude an uncompensated nucleus in general. Since $G\propto s^3$ at every $q$, the best shape does not depend on $s$, and both $V^*$ and $G^*$ scale as $s^3$. A volume of 79.65 nm³ is recovered with
$$s=3.47\left(\frac{79.65}{371.8}\right)^{1/3}\mathrm{mJ/m^2}\approx2.1\ \mathrm{mJ/m^2},\qquad G^*=92\,kT\times\frac{79.65}{371.8}\approx20\,kT .$$
The cylinder, the compensated sphere and this spheroid thus share one volume at 50 kV/cm, with barriers of about 50, 25 and $20\,kT$.

**Comparison with a real material.** The polarization and permittivities are rough values for barium titanate near room temperature. The model is simpler than that material: in tetragonal barium titanate the polarization can also turn through 90°, and the first-order transition requires at least a sixth-order term in the Landau energy. The quartic estimate of part (a) is therefore only illustrative for it. Published Landau energies for barium titanate make the corrections of part (a) two to four times larger, depending on the coefficient set, though still below 1 %. They also let the opposed domain lose stability by rotation of the polarization at roughly 100 to 145 kV/cm, depending on the set, rather than 380 kV/cm, which is below the depolarizing field in the uncompensated sphere of part (g). In these energies $\varepsilon_a$ of the opposed domain rises at 50 kV/cm by about 35 % in some sets and nearly doubles in another. The depolarization part of $W$ then depends on field, contrary to the assumption of part (b), and for the uncompensated spheroid this adds roughly 7 to 18 %, depending on the set, to the slope of the barrier beyond $2PV^*$. The isotropic, sharp wall of parts (d) and (g) is also an idealization. With published gradient coefficients for barium titanate, a 180° wall parallel to the polar axis is about 1 nm wide or less, but a charge-compensated wall normal to the axis is about five times wider and five times more costly, so its width is comparable to or larger than the radius of 2.67 nm. The radii, wall energies, shapes and barriers found there belong to the model, and for the real material $V^*$ must be read as the change of dipole moment divided by $2P$, as in part (b). The field of 50 kV/cm is far above the coercive field of a good bulk crystal, roughly 1 kV/cm, and is closer to conditions in thin films. There, interface layers and defects can break the assumption of a uniform local field equal to the applied one; a field ratio of 0.8 would raise the inferred volume by 25 %, as found in part (c). Nucleation at an electrode or an existing wall changes $W$, and with it the shape and barrier. The volume formula still applies to identical sites if that contribution to $W$ has no explicit field dependence, the prefactor varies slowly, and the measured rate is that of nucleation, not of subsequent wall motion. If the sites differ but all see the same local field, the formula gives an average of their critical volumes, weighted by their rates.

## Computed values

```
INPUTS
temperature: 300 K
polarization: 26 uC/cm2
polarization, SI: 0.26 C/m^2
ln J slope: 1 per kV/cm
ln J slope, as posed: 10 per MV/m
model field: 50 kV/cm
cell edge: 0.4 nm
relative permittivity along axis: 150
relative permittivity across axis: 4000
INFERRED VOLUME
thermal energy: 0.02585 eV
thermal energy, SI: 4.1419e-21 J
critical volume: 79.65 nm^3
critical volume, SI: 7.965e-26 m^3
cells in critical volume: 1245
volume if slope were decadic: 183.4 nm^3
volume if P replaced 2P: 159.3 nm^3
COMPENSATED SPHERE
radius: 2.669 nm
required wall energy: 3.470 mJ/m^2
barrier: 0.646 eV
barrier / kT: 25.00
MASTER EQUATION
slope, surface attachment: 0.9998 per kV/cm
volume, surface attachment: 79.64 nm^3
slope, constant attachment: 1.0400 per kV/cm
volume, constant attachment: 82.84 nm^3
NEGLECTED EFFECTS
lower window field: 45 kV/cm
upper window field: 55 kV/cm
ln J rise across window: 10.201
excess over local slope: 2.03 %
critical volume at lower field: 109.3 nm^3
critical volume at upper field: 59.8 nm^3
nonlinear change of 2P: -0.097 %
sphere depolarization energy: 2.702 eV
sphere field energy gain: 1.293 eV
UNCOMPENSATED SPHEROID, SAME WALL ENERGY AND FIELD
length / width: 4.44
critical volume: 371.8 nm^3
barrier: 2.380 eV
barrier / kT: 92.0
ln J slope from barrier: 4.67 per kV/cm
```
